Saddle-Point Barrier of a Small Circular Patch on a Depleted Semiconductor

**Definitions and conventions**

The algebra uses atomic units, in which ħ, the electron mass, the elementary charge and 4πε₀ equal 1. Numbers are in eV, nm and MV/cm.

A metal fills z < 0 and an n-type semiconductor fills z > 0. E(ρ,z) is the energy of the conduction-band edge, measured upward from the metal's Fermi level; ρ is the distance from the patch axis. The other symbols are:

- Φ₀: contact barrier outside the patch
- Δ: reduction of the contact barrier on the patch, Δ > 0
- R: patch radius
- N, κ: donor density and static dielectric constant, both uniform
- V: band bending away from the patch, from contact to neutral bulk
- W: depletion width away from the patch
- F: downward slope of the band edge at the uniform contact, F > 0
- δ: barrier lowering, so that the effective barrier is Φ₀ − δ

If the bulk band edge lies ζ above the bulk Fermi level and a forward bias V_a is applied, then V = Φ₀ − ζ − V_a. Reverse bias makes V_a negative and increases V.

The metal is an equipotential, the donors are treated as a smooth fixed charge, and the patch edge is abrupt. The patch surface is also taken to be depleted, which is safely the case when V − Δ is several kT. Under reverse bias Φ₀ − ζ − Δ must be several kT as well, because the electrons between the metal and the barrier top then follow the metal's Fermi level and not the bulk one. The image force is omitted from the derivation and sized at the end.

**The uniform contact**

The electrostatic potential φ obeys ∇²φ = −4πN/κ in the depleted region. The electron energy is −φ plus a constant, so

∇²E = 4πN/κ.

Away from the patch E depends on z alone. At z = W the slope vanishes and E = Φ₀ − V. Integrating twice,

E = Φ₀ − V + (2πN/κ)(W − z)².

Setting E = Φ₀ at z = 0 gives V = 2πNW²/κ, hence

W = √(κV/(2πN)).

The slope at the contact is F = 4πNW/κ = 2V/W. Squaring and inserting W²,

F² = (16π²N²/κ²) · κV/(2πN) = 8πNV/κ.

Since 2πN/κ = F/(2W), the band edge can also be written

E = Φ₀ − Fz + Fz²/(2W).

**The patch term**

Write the complete energy as this expression plus u(ρ,z). The donor charge is already accounted for, so ∇²u = 0 in the depleted region. At the metal, u = −Δ on the disk and u = 0 outside it.

The depletion edge may move to z = W + h(ρ). There the complete energy must join the bulk value with zero slope. The uniform part exceeds the bulk value by (F/2W)h², which is second order in h. To first order the condition is therefore u = 0 at z = W, and the slope condition fixes h.

For R ≪ W this distant condition can be dropped and the half-space solution used:

u(ρ,z) = −(Δz/2π) ∫_disk d²s / |r − s|³.

The function z/(2π|r − s|³) is harmonic, being the field of a dipole. Its integral over the whole plane is 1, and it concentrates at r = s as z → 0, so u takes the required boundary values. On the axis,

u(0,z) = −Δz ∫₀ᴿ s ds/(s² + z²)^(3/2) = −Δ[1 − z/√(z² + R²)].

At z = W this leaves a residue no larger than ΔR²/(2W²). The function that removes it is harmonic, vanishes at the metal, and so cannot exceed that size anywhere between the two planes. In the example below this bound is 2×10⁻⁵ eV.

**Position and nature of the saddle**

Near the patch, z ≪ W and the term Fz²/(2W) is small. It is left out here and restored later. On the axis,

E(0,z) = Φ₀ − Fz − Δ[1 − z/√(z² + R²)].

The derivative of z/√(z² + R²) is R²/(z² + R²)^(3/2), so

dE/dz = −F + ΔR²/(z² + R²)^(3/2).

Define the length L by L³ = ΔR²/F. The derivative vanishes where z² + R² = L²:

z_s = √(L² − R²).

This requires L > R, which is the same as FR < Δ. The patch is then called pinched off. Because dE/dz decreases steadily with z, the stationary point is the single maximum on the axis. A second differentiation, with ΔR² = FL³, gives

E_zz = −3ΔR²z_s/L⁵ = −3Fz_s/L².

In this linear-field model E is harmonic. On the axis the two transverse curvatures are equal, so E_zz + 2E_ρρ = 0 and

E_ρρ = +3Fz_s/(2L²).

The point is a maximum along z and a minimum across it.

It is also the lowest pass into the bulk. To see this, consider how u varies with ρ in the plane z = z_s. Let g be the integrand 1/|r − s|³, which falls with distance, and let r lie at azimuth zero. Moving r outward is equivalent to moving the disk backward, so

d/dρ ∫_disk g d²s = −∮ g cosθ R dθ.

Each rim point with cosθ > 0 is nearer to r than its mirror point with cosθ < 0, and has the larger g. The right side is negative, |u| falls with ρ, and E rises with ρ. Every path from metal to bulk crosses this plane and meets an energy of at least E(0,z_s). The axial path needs no more than that.

**The lowering for any pinched-off disk**

At the saddle √(z_s² + R²) = L, so

δ = Φ₀ − E(0,z_s) = Fz_s + Δ(1 − z_s/L).

Substitute F = ΔR²/L³ and collect the terms in z_s/L:

δ = Δ[1 − (z_s/L)(1 − R²/L²)].

Let q = R²/L². Then z_s/L = √(1 − q), and

δ = Δ[1 − (1 − q)^(3/2)], q = (FR/Δ)^(2/3).

As FR approaches Δ from below, q → 1, the saddle moves to the metal surface and δ → Δ. For FR ≥ Δ the axial energy falls all the way from the metal and the barrier is Φ₀ − Δ, independent of bias in this model.

Direct quadrature of the surface integral, followed by a numerical search for the axial maximum, was made for FR/Δ = 0.01, 0.1, 0.5 and 0.8. It agreed with the closed form for δ to within one part in a million. At FR/Δ = 1.2 the axial energy decreased throughout the scanned range, from 0.1R to 5R.

**The cube-root law**

For a small patch q ≪ 1, and (1 − q)^(3/2) = 1 − 3q/2 + 3q²/8 + … gives

δ = (3/2)qΔ[1 − q/4 + O(q²)].

Since qΔ = ΔR²/L² = FL, the leading term is

δ₀ = (3/2)FL = (3/2)F^(2/3)(ΔR²)^(1/3).

Now insert F² = 8πNV/κ. The factor 8^(1/3) = 2 turns 3/2 into 3:

δ₀ = 3(πNΔR²V/κ)^(1/3).

The exponent has two sources. The balance between a uniform field and a dipole gives F^(2/3), and depletion of a uniformly doped layer gives F ∝ V^(1/2). In SI units, with Δ, V and δ₀ read as voltages, F² = 2eNV/(κε₀) and the same substitution gives

δ₀ = 3[eNΔR²V/(4κε₀)]^(1/3).

The law holds for R ≪ z_s ≪ W and V ≫ kT, at fixed N, κ, Δ and R. Two variants follow from the same steps.

First, a small patch of another shape, or with a gradual edge, acts at distances much larger than its size through its dipole alone. The kernel then becomes z/(2πr³) times the integral of the local barrier reduction Δ(s), so ΔR² is replaced by (1/π)∫Δ(s) d²s.

Second, consider a fully depleted film of thickness d with a uniform back contact and a potential-energy drop V across it. Integrating E″ = 4πN/κ between the two contacts gives

F = V/d + 2πNd/κ.

For z_s ≪ d the result δ₀ = (3/2)F^(2/3)(ΔR²)^(1/3) still applies, but the cube root of V does not. In an undoped film δ₀ ∝ V^(2/3).

**Leading corrections**

The expansion above shows that finite radius multiplies δ₀ by 1 − q/4.

The omitted term Fz²/(2W) raises the saddle. Because the saddle is stationary, the first-order change is the value of this term at the old position. With z_s ≈ L it is FL²/(2W), and relative to (3/2)FL it reduces δ by the fraction L/(3W).

The depletion edge is not sharp, because bulk electrons extend into it. Let y be the band-edge energy above its bulk value. For Boltzmann electrons,

y″ = (4πN/κ)(1 − e^(−y/kT)).

Multiply by y′ and integrate from the bulk, where y = y′ = 0, to the contact, where y = V:

F² = (8πN/κ)[V − kT(1 − e^(−V/kT))] ≈ (8πN/κ)(V − kT).

Since δ₀ ∝ (F²)^(1/3), the relative reduction is about kT/(3V).

For implementation, when L ≪ W and V ≫ kT, compute F_c = √[8πN(V − kT)/κ], then L_c² = (ΔR²/F_c)^(2/3) and q_c = R²/L_c². If q_c < 1, evaluate

δ = Δ[1 − (1 − q_c)^(3/2)] − (2πN/κ)(L_c² − R²).

The last term is the band-curvature correction at the saddle.

**Worked example: a silver contact on n-type silicon**

The parameters are rough values for a moderately doped silicon diode with a silver contact at 300 K: κ = 12, N = 10¹⁶ cm⁻³, Φ₀ = 0.75 eV. The patch values R = 3.0 nm and Δ = 0.30 eV are chosen for illustration and do not describe a measured defect. The choice of silver enters only through the value of Φ₀; otherwise the metal is just an equipotential.

The bulk band edge lies 0.205 eV above the Fermi level, so at zero bias V = 0.75 − 0.205 = 0.545 eV. The depletion width is 268.9 nm, and F = 2V/W corresponds to 0.04055 MV/cm. With 1 MV/cm = 0.1 V/nm,

L = [0.30 × 3.0² / (0.1 × 0.04055)]^(1/3) = 8.73 nm,

z_s = √(8.73² − 3.0²) = 8.20 nm = 82.0 Å,

δ₀ = 1.5 × 0.1 × 0.04055 × 8.73 = 0.0531 eV.

The ratio FR/Δ is 0.041, so the patch is well pinched off. With q = 0.118 the closed disk formula gives

δ = 0.30[1 − 0.882^(3/2)] = 0.0515 eV.

The nonlinear equation ∇²y = (4πN/κ)(1 − e^(−y/kT)) was also solved numerically in cylindrical geometry, with y = V − Δ on the disk and y = V on the rest of the contact. This assumes neither superposition nor a sharp depletion edge. It gives δ = 0.0502 eV and a barrier of 0.700 eV, against 0.697 eV from the cube-root law.

The full lowering is about 5.5% below δ₀ (5.4% before allowing for the grid error noted below). The three leading corrections, q/4 = 2.95%, L/(3W) = 1.08% and kT/(3V) = 1.58% of δ₀, add up to 5.6%, close to this value.

Raising V by reverse bias, with all other parameters fixed, gives:

V = 0.545 eV: law 0.0531, full solution 0.0502 eV
V = 1.636 eV: law 0.0766, full solution 0.0726 eV
V = 4.363 eV: law 0.1062, full solution 0.0994 eV

The finite grid makes the full-solution values about 0.1% too large, which can change their last digit by one. The implementation formula agrees with them to within 0.2% at all three points. An eightfold increase of V should double δ₀; the full lowering grows by a factor of 1.98, an effective exponent of 0.328. This closeness to 1/3 is partly a cancellation. Over this range the finite-radius factor falls by about 3.2%, while the shrinking band-curvature and carrier-tail corrections recover about 0.8% and 1.4%.

**What the model leaves out in this device**

For the contrast between patch and surroundings, the largest omission sized here is the image force, which adds −1/(4κz) to E. Away from the patch the maximum lies where F = 1/(4κz²), and the lowering is

Fz + 1/(4κz) = 2Fz = √(F/κ).

This is 0.0221 eV in the example. At the patch, where the barrier top is farther from the metal, the image force increases the linear-field lowering only from 0.0515 to 0.0551 eV. The contrast between patch and surroundings therefore shrinks to 0.0330 eV. The corresponding Boltzmann factor is about 3.6, against 7.3 in the same linear-field model without image force. A current calculation should include the image force in both regions. Away from the patch the lowering √(F/κ) grows as V^(1/4), so the contrast does not follow the cube-root law exactly.

Real donors are discrete. Their mean spacing N^(−1/3) is 46 nm, much larger than z_s, so smooth charge is an average description here. For independently placed donors, each acting with its image in the metal, the variance of the energy at the undisturbed saddle point is

(N/κ²) ∫ (1/r₁ − 1/r₂)² d³r = 4πNz_s/κ²,

where r₁ and r₂ are the distances from a donor to the saddle and to its mirror point. The integral over the half-space was confirmed numerically to one part in 10⁴. The resulting rms shift at that point is 0.004 eV, about 8% of δ. This is not a typical shift. A donor close to the saddle shifts it by much more, but a sphere of radius z_s around the saddle holds on average only (4π/3)Nz_s³ ≈ 0.02 donors. These rare cases weigh heavily in the rms value, and most patches shift by less.

Quantum effects were estimated by treating the saddle as parabolic. With ω = √(|curvature|/m), x = ω/kT along z and y = ω/kT for each transverse direction, the parabolic transmission 1/(1 + e^(−2πε/ω)), with ε measured from the barrier top, gives a thermal factor (x/2)/sin(x/2). Each transverse oscillator contributes the ratio of its quantum to classical partition sums, (y/2)/sinh(y/2). For masses of 0.19 and 0.92 the combined factor is about 1.01 with the light mass along z and 0.97 with the heavy mass along z. These factors show only the rough size of the effect. In the plane of the saddle the transverse well is just Δ(1 − z_s/L) = 0.018 eV deep, less than kT, and the thermal width √(kT/E_ρρ) of 6.3 nm is comparable with z_s. The parabola therefore does not describe the opening well for most thermal carriers.

The opposing field at the patch centre is 0.96 MV/cm, above the rough breakdown field of silicon, a few tenths of a MV/cm. It is larger still towards the rim, where the abrupt edge of the model makes it diverge. These fields act over a short distance, however. The energy difference between patch and saddle is Δ − δ, which is less than Δ = 0.30 eV, or 27% of the gap. That is too little to create an electron–hole pair. Avalanche in the wider depletion layer at high reverse bias is outside the model.

Real contacts may also hold many patches. A similar patch at lateral distance D, with z_s ≪ D ≪ W, lowers this saddle by ΔR²z_s/(2D³), which is (z_s/D)³ of the patch's own dipole term. For D near W or beyond, the depletion edge screens this further. The contributions of many neighbours add: a square array of spacing D gives about nine times the single-neighbour value, and in the half-space model it raises δ in the example by about 12% at D = 3z_s and about 3% at D = 5z_s. The isolated-patch result therefore needs spacings well above z_s. The main computed values are in the numerical output that follows.

Table of computed values

```
dielectric constant (rough): 12
donor density (rough): 1.0e+16 cm^-3
temperature: 300 K, kT = 0.02585 eV
uniform barrier (rough): 0.75 eV
gap (rough): 1.1 eV
masses long, trans (rough): 0.92, 0.19 m_e
patch radius: 3.0 nm
patch barrier drop: 0.30 eV
band-edge density of states: 2.744e+19 cm^-3
band edge above Fermi level in bulk: 0.2047 eV
band bending at zero bias: 0.5453 eV
depletion width W: 268.9 nm
contact field F: 0.04055 MV/cm
pinch-off ratio F R/drop: 0.0406
q = (R/L)^2: 0.1180
length L: 8.732 nm
saddle distance, disk: 8.200 nm = 82.00 angstrom
lowering, cube-root law: 0.05312 eV
lowering, finite disk: 0.05152 eV
saddle barrier, cube-root law: 0.6969 eV
saddle barrier, full solution: 0.6998 eV
axial curvature: -1.3085e-03 eV/nm^2
radial curvature: 6.5424e-04 eV/nm^2
finite-radius coefficient, numerical: 0.2504
band-curvature coefficient, numerical: 0.3345
relative band-curvature correction L/(3W): 0.0108
bending | law | refined | full lowering (eV) | full saddle (nm)
0.5453 | 0.05312 | 0.05020 | 0.05024 | 8.395
1.6360 | 0.07661 | 0.07255 | 0.07263 | 6.704
4.3626 | 0.10623 | 0.09929 | 0.09941 | 5.433
full lowering ratio for 8 x bending: 1.9786
effective exponent, full solution: 0.3282
full lowering / kT: 1.943
Boltzmann factor of full lowering: 6.98
lowering with image force, patch: 0.05510 eV
lowering with image force, away: 0.02206 eV
contrast left with image force: 0.03304 eV
tunnelling factor, light axial mass: 1.0335
with transverse levels, light axial: 1.0133
tunnelling factor, heavy axial mass: 1.0068
with transverse levels, heavy axial: 0.9745
rms saddle shift, random donors: 0.00385 eV
mean donor spacing N^(-1/3): 46.4 nm
donors / density of states: 3.64e-04
holes at contact / donors (estimate): 3.62e-03
electrons at patch / donors: 7.56e-05
opposing field at patch centre: 0.959 MV/cm
patch drop / gap: 0.273
patch term at depth W: 1.87e-05 eV
```
